# Why Parallel Film Lines Bend a Wafer Anisotropically

## What goes wrong

A wafer carries a tensile film, and its bow is known. Half of the film is then etched away, leaving long parallel lines. If bow is treated as one number proportional to the amount of film, the expected result is half the original bow in every direction. For the wafer worked out below, that estimate is an edge deflection of 105 µm. The calculated deflection is 99 µm along the lines and −13 µm across them: the wafer has become a slight saddle. For this wafer, a flatness correction based on the single number is wrong across the lines even in sign, and so is a film stress inferred from a scan in that direction.

Removing film reduces the load equally in both directions and cannot make this difference. The difference comes from the new sidewalls, which let each line contract across its width while the wafer still holds it along its length. The effect depends on the ratio of line width to film thickness; sufficiently wide lines approach isotropic behaviour.

## The model

Let $x$ run along the lines, $y$ across them and $z$ upward, with $z=0$ at the interface. The lines have thickness $h$, width $w$ and pitch $p$, so the covered fraction is $f=w/p$. The wafer has thickness $h_s$, much larger than $h$ and $p$. Film and wafer are isotropic and linearly elastic, with Young's moduli $E_f,E_s$ and Poisson ratios $\nu_f,\nu_s$. The bond is perfect, the sidewalls are vertical and free, the gaps are empty, and the etch stops at the wafer surface. Line ends are neglected.

If detached, the film would contract by $\varepsilon_m$ in each in-plane direction. A wafer that prevents this gives it the elastic strain $+\varepsilon_m$. In the blanket film both in-plane stresses equal $\sigma_0$ and the normal stress is zero, so Hooke's law gives

$$E_f\varepsilon_m=\sigma_0-\nu_f\sigma_0,\qquad \sigma_0=\frac{E_f\varepsilon_m}{1-\nu_f}.$$

Angle brackets denote an average over a line's cross-section. The retained transverse stress is described by

$$r=\frac{\langle\sigma_{yy}\rangle}{\sigma_0}.$$

It is convenient first to hold the wafer's mean strains and curvatures at zero, find the line stresses, and then release the wafer. Linearity permits this separation.

## Why the transverse stress falls

Force balance in the $y$ direction reads $\partial_y\sigma_{yy}+\partial_z\sigma_{yz}=0$. Integrating through the line, with no shear on its top surface, gives

$$\frac{d}{dy}\int_0^h\sigma_{yy}\,dz=\sigma_{yz}(y,0).$$

The integral is the transverse force per unit length of line. It is zero at a free sidewall, and interface shear must rebuild it toward the centre. A narrow line offers little width for this. Along $x$ there is no such free surface, apart from the distant ends, and the line must keep the length of the wafer beneath it.

The longitudinal stress nevertheless falls too, though by less, through Poisson coupling. To find by how much, multiply vertical force balance by $z$ and integrate over the line's cross-section $A$:

$$0=\int_A z(\partial_y\sigma_{yz}+\partial_z\sigma_{zz})\,dA.$$

The first term integrates to zero because the sidewalls carry no shear. Integration by parts turns the second into

$$\int dy\,[z\sigma_{zz}]_{z=0}^{z=h}-\int_A\sigma_{zz}\,dA.$$

The boundary term vanishes at the top because $\sigma_{zz}=0$, and at the bottom because $z=0$. Hence $\langle\sigma_{zz}\rangle=0$, although the normal stress need not vanish at each point.

In the held state the elastic strain along the line is still $\varepsilon_m$. Averaging Hooke's law for that strain gives

$$E_f\varepsilon_m=\langle\sigma_{xx}\rangle-\nu_f\langle\sigma_{yy}\rangle.$$

The left side is $(1-\nu_f)\sigma_0$. Therefore

$$\frac{\langle\sigma_{xx}\rangle}{\sigma_0}=1-\nu_f+\nu_f r=1-\nu_f(1-r).$$

The transverse loss is $1-r$, and the longitudinal loss is $\nu_f$ times as large. Within this model the relation holds for any line width. With $\nu_f=0.25$, a line that loses all its transverse stress keeps three quarters of its longitudinal stress.

## Why $r$ lies between zero and one

The elastic energy settles the range of $r$. In the held cell the elastic strain is the total strain plus, in the film, $\varepsilon_m$ in the two in-plane directions. (Mismatch along $z$ can be left out: the line takes it up by a uniform change of height, without stress.) The product of stress and total strain integrates to zero over one period: the total strain along $x$ is zero, free surfaces do no work, and the work at the two periodic sides cancels. What remains, per unit volume of line, is

$$u=\frac{\varepsilon_m}{2}\left(\langle\sigma_{xx}\rangle+\langle\sigma_{yy}\rangle\right)
=\frac{\varepsilon_m\sigma_0}{2}\left[1-\nu_f+(1+\nu_f)r\right].$$

Equilibrium minimizes this energy. If nothing moved after etching, both stresses would stay at $\sigma_0$ and the energy would be $\varepsilon_m\sigma_0$. That state pulls on the free sidewalls, so it is not in equilibrium and the true energy is lower:

$$1-\nu_f+(1+\nu_f)r<2,\qquad\text{hence}\qquad r<1.$$

For the lower limit, a line with fixed longitudinal elastic strain $\varepsilon_m$ has its least energy when its other stresses vanish. That energy is $E_f\varepsilon_m^2/2=\varepsilon_m\sigma_0(1-\nu_f)/2$, and the wafer's energy cannot be negative. Thus $r\ge0$. Equality would need an unstrained wafer under a line whose total transverse strain is $-(1+\nu_f)\varepsilon_m$, which the bond forbids. So $0<r<1$.

## How $r$ depends on width

For $w\ll h$, the upper part of the line does not feel the interface and is stressed only along $x$. Transverse stress is confined to a base zone. At fixed coverage the pitch is proportional to $w$, so $w$ is the only length that governs this zone. Its area is proportional to $w^2$, and

$$\int_A\sigma_{yy}\,dA\propto\sigma_0w^2.$$

Dividing by $\sigma_0wh$ gives $r\propto w/h$.

For $w\gg h$, the centre approaches the blanket state, but slowly. Each edge pulls the wafer surface inward with a force per length of about $\sigma_0h$. At a distance $s$ from the edge, with $s$ well above $h$ and well below $w$, the gap $p-w$ and $h_s$, no other length matters. Since $\sigma_0h/E_s$ is itself a length and strain is a pure number, linearity requires a surface strain proportional to $\sigma_0h/(E_ss)$. This contraction relieves the film above it. Averaging $h/s$ from $s\sim h$ to $s\sim w$ gives a stress loss of order $(h/w)\ln(w/h)$, with a prefactor that depends on the elastic constants.

Between these limits $r$ needs a numerical solution. The values below come from a finite-element calculation of one periodic cell with quadratic elements, a mesh refined toward the lower corners of the line, and a wafer 200 film thicknesses deep. Refining the mesh changed $r$ at $w=h$ by about $5\times10^{-5}$.

## From line stress to wafer curvature

The wafer under the lines is stressed too, so it must be shown that the line averages alone set the bending load. In the held state the wafer has $\varepsilon_{xx}=0$ and a periodic transverse displacement $v$, with $\varepsilon_{yy}=\partial_yv$. For $n=0$ or $1$, integration over one period of the wafer section gives

$$\int z^n\varepsilon_{yy}\,dA=0.$$

Next multiply vertical force balance by $z^{n+1}$ and integrate over the same section. The shear term vanishes by periodicity. The boundary terms vanish because $z^{n+1}=0$ at the interface and $\sigma_{zz}=0$ on the back face. This leaves $\int z^n\sigma_{zz}\,dA=0$.

With $\varepsilon_{xx}=0$, Hooke's law gives $\sigma_{xx}=\nu_s(\sigma_{yy}+\sigma_{zz})$. Substituting this into the law for $\varepsilon_{yy}$,

$$E_s\varepsilon_{yy}=\sigma_{yy}-\nu_s(\sigma_{xx}+\sigma_{zz})
=(1-\nu_s^2)\sigma_{yy}-\nu_s(1+\nu_s)\sigma_{zz}.$$

Multiplying by $z^n$ and integrating shows that $\int z^n\sigma_{yy}\,dA=0$, and then $\int z^n\sigma_{xx}\,dA=0$ as well. The held wafer therefore contributes neither mean in-plane force nor moment. The load comes from the lines, with forces per unit length

$$N_x=fh\langle\sigma_{xx}\rangle,\qquad N_y=fh\langle\sigma_{yy}\rangle.$$

To leading order in $h/h_s$ they act at a distance $h_s/2$ from the wafer's midplane.

Now release the wafer. Let positive curvature be concave on the film side, so that the strain at height $\zeta$ above the midplane is $e_i-\kappa_i\zeta$. The wafer's plane stress is $E_s(\varepsilon_i+\nu_s\varepsilon_j)/(1-\nu_s^2)$. Multiplying by $\zeta$ and integrating through the thickness, with $\int\zeta^2d\zeta=h_s^3/12$, gives its moment. The total moment must vanish in each direction:

$$\frac{N_xh_s}{2}=D(\kappa_x+\nu_s\kappa_y),\qquad
\frac{N_yh_s}{2}=D(\kappa_y+\nu_s\kappa_x),$$

$$D=\frac{E_sh_s^3}{12(1-\nu_s^2)}.$$

Subtracting $\nu_s$ times the second equation from the first leaves $D(1-\nu_s^2)\kappa_x$ on the right. Hence, and likewise for $y$,

$$\kappa_x=\frac{6(N_x-\nu_sN_y)}{E_sh_s^2},\qquad
\kappa_y=\frac{6(N_y-\nu_sN_x)}{E_sh_s^2}.$$

A blanket film has $N_x=N_y=\sigma_0h$, which gives the Stoney curvature

$$\kappa_0=\frac{6\sigma_0h(1-\nu_s)}{E_sh_s^2}.$$

Insert the line stresses and divide by $f\kappa_0$:

$$\frac{\kappa_x}{f\kappa_0}=\frac{1-\nu_f(1-r)-\nu_sr}{1-\nu_s},\qquad
\frac{\kappa_y}{f\kappa_0}=\frac{r-\nu_s+\nu_s\nu_f(1-r)}{1-\nu_s}.$$

Writing $r=1-(1-r)$ separates coverage from relaxation:

$$\frac{\kappa_x}{f\kappa_0}=1-\frac{(\nu_f-\nu_s)(1-r)}{1-\nu_s},$$

$$\frac{\kappa_y}{f\kappa_0}=1-\frac{(1-\nu_f\nu_s)(1-r)}{1-\nu_s}.$$

In the difference, the numerator $1-\nu_f\nu_s-\nu_f+\nu_s$ factors into $(1-\nu_f)(1+\nu_s)$, so

$$\frac{\kappa_x-\kappa_y}{f\kappa_0}=\frac{(1-r)(1-\nu_f)(1+\nu_s)}{1-\nu_s}.$$

This is positive for a tensile film whenever $r<1$. For a compressive film both curvatures change sign.

The longitudinal curvature does not simply follow the longitudinal stress. Losing $N_y$ removes a Poisson contribution that opposed $\kappa_x$. If $\nu_f=\nu_s$, this gain cancels the longitudinal stress loss and $\kappa_x=f\kappa_0$. If $\nu_s>\nu_f$, $\kappa_x$ exceeds the coverage estimate.

The transverse curvature vanishes when $1-r=(1-\nu_s)/(1-\nu_f\nu_s)$, or

$$r_*=\frac{\nu_s(1-\nu_f)}{1-\nu_f\nu_s}.$$

Below $r_*$ the wafer is a saddle: the Poisson response to bending along the lines outweighs the remaining transverse pull. As $r\to0$, $\kappa_y/\kappa_x\to-\nu_s$.

## How large it is

Take round model parameters: $E_f=250$ GPa, $\nu_f=0.25$, $E_s=160$ GPa, $\nu_s=0.20$, $\sigma_0=1$ GPa, $h=0.4$ µm, $h_s=800$ µm, $f=0.5$ and wafer radius $R=150$ mm. The mismatch strain is $0.75\times1/250=0.003$. The blanket curvature is

$$\kappa_0=\frac{6(10^9)(0.4\times10^{-6})(0.8)}{(160\times10^9)(8\times10^{-4})^2}
=0.01875\ \mathrm{m^{-1}}.$$

The edge deflection relative to the centre is $\kappa R^2/2$, here 211 µm. Half coverage alone would leave 105 µm.

For $w=h$ the finite-element value is $r=0.058$, and the longitudinal ratio is $1-0.25(1-0.058)=0.764$. Multiplying these by $fh\sigma_0=200$ N/m gives, before rounding of $r$, $N_x=152.9$ N/m and $N_y=11.5$ N/m. Since $E_sh_s^2=102400$ N,

$$\kappa_x=\frac{6(152.9-0.2\times11.5)}{102400}=0.0088\ \mathrm{m^{-1}},$$

$$\kappa_y=\frac{6(11.5-0.2\times152.9)}{102400}=-0.0011\ \mathrm{m^{-1}}.$$

The deflections are 99 µm and −13 µm. Other widths at the same coverage give:

| $w/h$ | $r$ | Along, µm | Across, µm |
|---:|---:|---:|---:|
| 0.25 | 0.014 | 99 | −18 |
| 0.5 | 0.029 | 99 | −16 |
| 1 | 0.058 | 99 | −13 |
| 2 | 0.109 | 100 | −6 |
| 4 | 0.208 | 100 | 6 |
| 8 | 0.388 | 101 | 29 |
| 16 | 0.586 | 103 | 54 |

The first two rows give $r=0.058\,w/h$, the narrow-line law. At the other end, the approach to isotropy is slow: a line sixteen times wider than its thickness has still lost 41% of its transverse stress. The deflection along the lines hardly varies because the two Poisson ratios are close. The transverse deflection reverses at $r_*=0.158$, reached at $w\approx3.0h$, or 1.2 µm. Spacing matters much less than width here: at $w=h$, $r$ is 0.055 for one-quarter coverage and 0.062 for three-quarter coverage.

The reversal of sign depends strongly on the wafer's Poisson ratio. For (001) silicon with lines along ⟨110⟩, $\nu_s$ is only about 0.06, and $r_*$ falls to about 0.05. The wafer is then nearly flat across the lines at $w=h$, and becomes a saddle only when the lines are narrower than they are thick. The large difference between the two directions remains.

The stress profile shows the role of the sidewall. For $w=4h$, the transverse stress averaged over the film height is $0.27\sigma_0$ at the centre and tends to zero at the wall; in the last mesh column, about $0.004h$ wide, it is $0.01\sigma_0$.

A numerical experiment isolates the cause. For $w=h$ on a wafer 200 film thicknesses deep, the freely bending cell has curvatures $0.93f\kappa_0$ along and $-0.12f\kappa_0$ across the lines. If the line is forbidden to move sideways relative to the mean wafer strain, with the pattern unchanged, both become $0.99f\kappa_0$. The anisotropy disappears with the transverse relaxation.

Those cell curvatures also show the size of the neglected thickness correction. The leading-order value along the lines is $0.94f\kappa_0$, so the correction is about $0.01f\kappa_0$. It scales as $h/h_s$ and is ten times smaller for the 800 µm wafer, about 0.1 µm of deflection.

## What to do about it

**Measure both directions.** Scan along and across the lines, and do not convert one scan with the blanket formula. For $w=h$, dividing the along-line curvature by $f\kappa_0/\sigma_0$ gives an apparent stress of 0.94 GPa, whereas the mean longitudinal stress is 0.76 GPa. The transverse scan gives −0.12 GPa for a line whose mean transverse stress is +0.06 GPa. The moment equations give the forces directly:

$$N_x=\frac{E_sh_s^2(\kappa_x+\nu_s\kappa_y)}{6(1-\nu_s^2)},\qquad
N_y=\frac{E_sh_s^2(\kappa_y+\nu_s\kappa_x)}{6(1-\nu_s^2)}.$$

Dividing by $fh$ gives the mean line stresses. Their ratio $q=N_y/N_x$ also yields the retained fraction. From $q(1-\nu_f+\nu_fr)=r$,

$$r=\frac{(1-\nu_f)q}{1-\nu_fq}.$$

The curvatures should be changes from the bare wafer's shape, so that its initial bow is not counted as film stress.

**Match the compensation to the load.** A blanket film on the back face adds equal curvature in both directions, so it cannot remove $\kappa_x-\kappa_y$. In the example the directional difference is 112 µm, and the best equal correction leaves +56 µm along and −56 µm across. An identical line pattern on the back, parallel to the first and under the same stress, supplies the opposite moments and cancels both curvatures within this linear model.

**Use layout where it is free to change.** If half of the patterned area has lines along $x$ and half along $y$, finely mixed over the wafer, the average force is $(N_x+N_y)/2$ in both directions. For $w=h$ the overall deflection is then the mean of 99 and −13 µm, or 43 µm each way. Local differences between the areas remain. Widening the lines also reduces the anisotropy, but the table shows that several film thicknesses of width are not enough.

**Check the conditions before using the formulas.** Filled gaps put tractions on the sidewalls and add a film with its own stress. Etching into the wafer leaves steps with free sides beneath the lines; the transverse displacement is then no longer periodic across the whole wafer section, and the proof that the held wafer adds no net force or moment fails. Short lines also relax from their ends. Yielding, cracking or debonding changes the mismatch or the bond. A crystalline wafer needs its directional bending stiffness in place of $E_s$ and $\nu_s$, and a blanket film with unequal in-plane stresses bends the wafer anisotropically before any etching. Finally, deflections comparable with the wafer thickness stretch its midplane and require nonlinear plate theory; the 99 µm found here is about one eighth of that thickness.
